# Combining dispersion coefficients of unlike atoms with one-pole polarizabilities

## From the dipole coupling to the two-frequency formula

If each atom is described by one polarizability and one frequency, dimensions and symmetry fix most of the form of the dispersion coefficient between two different atoms before any integral is done. Let the attraction between neutral atoms A and B at a large distance $R$ be $-C_6^{AB}/R^6$. The coefficient then has the dimension of energy times length to the sixth power. Suppose that the electrical response of each atom X is described by two quantities, its static dipole polarizability $\alpha_X$ and one characteristic frequency $\eta_X$. In atomic units, where $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ all equal one, $\alpha_X$ is a volume in $a_0^3$ and $\eta_X$ is an energy in $E_\mathrm{h}$. If no other dimensional quantity enters the result, neither a further length or energy nor the squared charge $e^2/4\pi\varepsilon_0$, which is an energy times a length, then six powers of length require two powers of polarizability, and one power of energy must come from the frequencies.

Dimensions alone would allow $\alpha_A^2$ or $\alpha_B^2$ as well as the product $\alpha_A\alpha_B$. The order of the interaction decides between them. The leading attraction is of second order in a coupling that contains the dipole of A once and the dipole of B once, so each dipole appears squared in the energy. At a given frequency, the squared dipole strength of an atom is proportional to its polarizability. Therefore

$$C_6^{AB}=\alpha_A\alpha_B\,f(\eta_A,\eta_B),\qquad f(a,b)=f(b,a),\qquad f(\lambda a,\lambda b)=\lambda f(a,b).$$

The second relation holds because exchanging the names of the atoms cannot change the energy, and the third because $f$ is an energy built from two energies. For two atoms of the same kind, with $C_6^X$ short for $C_6^{XX}$,

$$C_6^{X}=\alpha_X^2f(\eta_X,\eta_X)=k\,\alpha_X^2\eta_X,\qquad k=f(1,1).$$

The frequency of an atom is thus known, up to the number $k$, from its own $C_6^X$ and $\alpha_X$. Putting $\eta_X=C_6^X/(k\alpha_X^2)$ into the first relation, and taking the common factor $1/k$ out of $f$, gives

$$C_6^{AB}=\frac{\alpha_A\alpha_B}{k}\,f\!\left(\frac{C_6^A}{\alpha_A^2},\frac{C_6^B}{\alpha_B^2}\right).$$

For atoms described by these two quantities, the unlike pair is therefore determined by data on the like pairs and the static polarizabilities. What remains is to find the function $f$, and for that the quantum mechanics of the two atoms is needed.

Place the nucleus of A at the origin and that of B at distance $R$ along the $z$ axis. The distance is taken large enough that the electron clouds do not overlap, and small enough that the Coulomb interaction may be treated as instantaneous. A charge $q$ of atom A at position $\mathbf a$ from its nucleus and a charge $q'$ of atom B at position $\mathbf b$ from its own nucleus have the energy $qq'/|R\hat{\mathbf z}+\mathbf d|$, where $\mathbf d=\mathbf b-\mathbf a$. For $d\ll R$,

$$\frac{1}{|R\hat{\mathbf z}+\mathbf d|}=\frac1R-\frac{d_z}{R^2}+\frac{3d_z^2-d^2}{2R^3}+\dots$$

This is to be summed over all charges of both atoms. A term that does not contain $\mathbf a$ is multiplied by the total charge of A, which is zero, and a term that does not contain $\mathbf b$ is multiplied by the total charge of B, also zero. The first two terms of the expansion vanish for this reason. In the third, the parts that contain both positions are $-6a_zb_z$ from $3d_z^2$ and $+2\,\mathbf a\cdot\mathbf b$ from $-d^2$. Division by $2R^3$ leaves $(\mathbf a\cdot\mathbf b-3a_zb_z)/R^3$.

Let $x_A$, $y_A$, $z_A$ denote the sums of the electron coordinates of A relative to its nucleus, and likewise for B. The dipole of each atom is minus this sum, and the two minus signs cancel in the product. The coupling is

$$V=\frac{x_Ax_B+y_Ay_B-2z_Az_B}{R^3}.$$

Dipoles along the line of centres couple twice as strongly as dipoles across it, and with the opposite sign. The neglected terms of the expansion fall off at least as $R^{-4}$. For spherical atoms they have no first-order effect, because such atoms have no permanent multipoles, and in second order they contribute beyond $R^{-6}$.

Both atoms are now assumed to be in spherically symmetric ground states, nondegenerate apart from spin, on which $V$ does not act. The mean dipole of each is then zero, so the first-order energy $\langle00|V|00\rangle$ vanishes. Let $m$ label the excited states of A and $n$ those of B, with excitation energies $\omega_m$ and $\omega_n$ above the respective ground states. Second-order perturbation theory gives

$$E^{(2)}=-\sum_{m,n}\frac{|\langle mn|V|00\rangle|^2}{\omega_m+\omega_n}.$$

States in which one atom alone is excited do not contribute, because their matrix elements contain the mean dipole of the other atom. The sum includes an integral over the continuum of ionized states. Every denominator is positive, so the energy is lowered: the interaction is attractive.

The numerator is simplified by spherical symmetry. The dipole operator connects a spherical ground state to states that form degenerate triples and transform like $x$, $y$ and $z$. A member of type $x$ has a nonzero matrix element with $x_A$ and none with $y_A$ or $z_A$, and similarly for the other two. When A goes to a member of type $x$, the coupling therefore requires B to go to a member of type $x$ as well, and no products of different directions arise. Let $m$ and $n$ from here on label the triples, and let $z_m=\langle m|z_A|0\rangle$ be the matrix element of the member of type $z$, taken real. The other two members have matrix elements of the same size. The three directions contribute with the squares of their coefficients in $V$,

$$1^2+1^2+(-2)^2=6,$$

and comparison of $E^{(2)}$ with $-C_6^{AB}/R^6$ gives

$$C_6^{AB}=6\sum_{m,n}\frac{z_m^2z_n^2}{\omega_m+\omega_n}.$$

This sum does not yet separate into a property of A and a property of B, because the two excitation energies stand together in the denominator. The separation is achieved by the polarizability at imaginary frequency, which has a direct meaning: it is the response to a field that grows exponentially in time. Let the field along $z$ on an atom be $Fe^{ut}$ with $u\ge0$. The energy of the electrons in it is $+zFe^{ut}$, since their charge is negative. Write the state, apart from the phase of the ground state, as $|0\rangle+\sum_mc_m(t)|m\rangle$. To first order in $F$, the Schrödinger equation becomes

$$i\dot c_m=\omega_mc_m+z_mFe^{ut}.$$

A solution that grows with the field has $c_m=a_me^{ut}$. Insertion gives $iua_m=\omega_ma_m+z_mF$, and hence

$$a_m=-\frac{z_mF}{\omega_m-iu}.$$

The induced dipole is minus the mean of $z$. To first order this is $-2\sum_mz_m\,\mathrm{Re}\,c_m$. Since $\mathrm{Re}\,[1/(\omega_m-iu)]=\omega_m/(\omega_m^2+u^2)$, the dipole equals $\alpha(iu)Fe^{ut}$ with

$$\alpha(iu)=\sum_m\frac{2z_m^2\omega_m}{\omega_m^2+u^2}.$$

At $u=0$ this is the static polarizability $\alpha=\sum_m2z_m^2/\omega_m$. As $u$ increases the response falls smoothly, because the electrons have less time to follow. There are no resonances on this axis, and every term is positive.

The link between the two expressions is an integral. For positive $a\neq b$, partial fractions give

$$\frac{1}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\left[\frac1{a^2+u^2}-\frac1{b^2+u^2}\right].$$

With $\int_0^\infty du/(a^2+u^2)=\pi/(2a)$, the integral of the left side is

$$\frac{1}{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)=\frac{\pi}{2}\,\frac{b-a}{ab\,(b-a)(b+a)}=\frac{\pi}{2ab(a+b)}.$$

The result is continuous at $a=b$ and holds there too. Multiplication by $2ab/\pi$ turns it into

$$\frac1{a+b}=\frac2\pi\int_0^\infty\frac{a}{a^2+u^2}\,\frac{b}{b^2+u^2}\,du.$$

Use this with $a=\omega_m$ and $b=\omega_n$ in the double sum. The sums over $m$ and $n$ now factor under the integral, and each is half a polarizability:

$$C_6^{AB}=\frac{12}{\pi}\int_0^\infty\frac{\alpha_A(iu)}2\,\frac{\alpha_B(iu)}2\,du=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du.$$

This is the Casimir–Polder formula in the regime without retardation. It holds for any number of excited states.

The one-pole model replaces the whole sum in $\alpha_X(iu)$ by a single term with the correct static value,

$$\alpha_X(iu)=\frac{\alpha_X}{1+u^2/\eta_X^2}=\frac{\alpha_X\eta_X^2}{\eta_X^2+u^2}.$$

The name refers to the one pole at positive real frequency, $\omega=\eta_X$, that this function has when $iu$ is replaced by $\omega$. With the integral just found,

$$C_6^{AB}=\frac3\pi\,\alpha_A\alpha_B\,\eta_A^2\eta_B^2\,\frac{\pi}{2\eta_A\eta_B(\eta_A+\eta_B)}=\frac32\,\alpha_A\alpha_B\,\frac{\eta_A\eta_B}{\eta_A+\eta_B}.$$

This is London's formula. The unknown function is $f(a,b)=\tfrac32ab/(a+b)$. It is symmetric and of first degree, as required, and $k=f(1,1)=\tfrac34$.

A mechanical system realizes the one-pole atom without approximation: a charge bound by an isotropic spring of frequency $\eta$. If $Q$ is its displacement along one axis multiplied by the square root of its mass, its dipole along that axis can be written $\sqrt\alpha\,\eta\,Q$. In a growing field it obeys $\ddot Q=-\eta^2Q+\sqrt\alpha\,\eta Fe^{ut}$, so $Q=\sqrt\alpha\,\eta Fe^{ut}/(\eta^2+u^2)$, and the dipole has the one-pole form. For two such oscillators, the coupling along one direction is $\kappa Q_AQ_B$ with $\kappa=c\sqrt{\alpha_A\alpha_B}\,\eta_A\eta_B/R^3$ and $c=1,1,-2$ for the three directions. The squared normal frequencies $\Omega_1^2$ and $\Omega_2^2$ are the eigenvalues of a two-by-two matrix with diagonal elements $\eta_A^2$, $\eta_B^2$ and off-diagonal element $\kappa$. Its trace and determinant give

$$(\Omega_1+\Omega_2)^2=\eta_A^2+\eta_B^2+2\sqrt{\eta_A^2\eta_B^2-\kappa^2}\approx(\eta_A+\eta_B)^2-\frac{\kappa^2}{\eta_A\eta_B}.$$

Taking the root to the same order, the zero-point energy $\tfrac12(\Omega_1+\Omega_2)$ is lowered by $\kappa^2/[4\eta_A\eta_B(\eta_A+\eta_B)]$. The values of $c^2$ add to six, and the total lowering is $\tfrac64\alpha_A\alpha_B\eta_A\eta_B/[(\eta_A+\eta_B)R^6]$, which is London's formula again. In this model the dispersion energy is the change of zero-point energy caused by the coupling.

## The combination rule, its limits and a real pair

The following quantities are carried over. Atom X has static polarizability $\alpha_X$, effective frequency $\eta_X$ and like-pair coefficient $C_6^X$, and the energy of the pair AB is $-C_6^{AB}/R^6$. Atomic units are used. For atoms with excitation energies $\omega_m$, $\omega_n$ and dipole matrix elements $z_m$, $z_n$,

$$C_6^{AB}=6\sum_{m,n}\frac{z_m^2z_n^2}{\omega_m+\omega_n}=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du,$$

and for one-pole atoms this becomes

$$C_6^{AB}=\frac32\,\alpha_A\alpha_B\,\frac{\eta_A\eta_B}{\eta_A+\eta_B}.$$

The frequency is fixed by applying the last formula to a like pair. With B equal to A, the fraction becomes $\eta_A^2/(2\eta_A)=\eta_A/2$, so that

$$C_6^A=\frac34\,\alpha_A^2\eta_A,\qquad \eta_A=\frac{4C_6^A}{3\alpha_A^2},$$

and likewise for B. The one-pole function then reproduces two properties of the atom: its static polarizability and its dispersion coefficient with a copy of itself.

To eliminate the frequencies, form their product and their sum:

$$\eta_A\eta_B=\frac{16}{9}\,\frac{C_6^AC_6^B}{\alpha_A^2\alpha_B^2},\qquad \eta_A+\eta_B=\frac43\left(\frac{C_6^A}{\alpha_A^2}+\frac{C_6^B}{\alpha_B^2}\right)=\frac43\,\frac{\alpha_B^2C_6^A+\alpha_A^2C_6^B}{\alpha_A^2\alpha_B^2}.$$

In the quotient the factor $\alpha_A^2\alpha_B^2$ cancels, and $\tfrac{16}9$ divided by $\tfrac43$ is $\tfrac43$:

$$\frac{\eta_A\eta_B}{\eta_A+\eta_B}=\frac43\,\frac{C_6^AC_6^B}{\alpha_B^2C_6^A+\alpha_A^2C_6^B}.$$

Multiplication by $\tfrac32\alpha_A\alpha_B$ gives the numerical factor 2. Dividing numerator and denominator by $\alpha_A\alpha_B$ then yields the combination rule

$$C_6^{AB}=\frac{2C_6^AC_6^B}{\dfrac{\alpha_B}{\alpha_A}C_6^A+\dfrac{\alpha_A}{\alpha_B}C_6^B}.$$

The two terms of the denominator have a simple meaning. Call them $P_A=(\alpha_B/\alpha_A)C_6^A$ and $P_B=(\alpha_A/\alpha_B)C_6^B$. Since $C_6^A=\tfrac34\alpha_A^2\eta_A$, the first is $P_A=\tfrac34\alpha_A\alpha_B\eta_A$. This is the coefficient that the pair would have if both atoms had the frequency of A. Similarly, $P_B$ is the coefficient if both had the frequency of B. Their product is $C_6^AC_6^B$, so the rule reads

$$C_6^{AB}=\frac{2P_AP_B}{P_A+P_B},$$

which is the harmonic mean of the two. A harmonic mean lies closer to the smaller of its two members, so the slower atom has the greater influence. If $\eta_B\gg\eta_A$, then $P_B\gg P_A$ and the coefficient tends to $2P_A=\tfrac32\alpha_A\alpha_B\eta_A$. Atom B then follows the fluctuating dipole of A as if it were static, and its own frequency drops out.

The rule can also be compared with the geometric mean of the like-pair coefficients, $\sqrt{C_6^AC_6^B}=\tfrac34\alpha_A\alpha_B\sqrt{\eta_A\eta_B}$. Division gives

$$\frac{C_6^{AB}}{\sqrt{C_6^AC_6^B}}=\frac{2\sqrt{\eta_A\eta_B}}{\eta_A+\eta_B}\le1.$$

The inequality follows from $(\sqrt{\eta_A}-\sqrt{\eta_B})^2\ge0$, with equality for $\eta_A=\eta_B$. The geometric mean is thus the special case of equal frequencies. For many-pole atoms it remains an upper bound on the full coefficient. The integral of $[\alpha_A(iu)-t\,\alpha_B(iu)]^2$ is not negative for any real $t$, which means that $C_6^A-2tC_6^{AB}+t^2C_6^B\ge0$. The choice $t=C_6^{AB}/C_6^B$ gives $(C_6^{AB})^2\le C_6^AC_6^B$.

Errors in the input data pass into the result with weights that can be read from the logarithm of London's formula. A small relative change of $\eta_A$ changes $C_6^{AB}$ by the fraction $s_A=1-\eta_A/(\eta_A+\eta_B)=\eta_B/(\eta_A+\eta_B)$ of that change. Because $\eta_A$ is proportional to $C_6^A/\alpha_A^2$, a relative change of $C_6^A$ at fixed $\alpha_A$ enters with weight $s_A$. A relative change of $\alpha_A$ at fixed $C_6^A$ enters with weight

$$1-2s_A=\frac{\eta_A-\eta_B}{\eta_A+\eta_B}.$$

The 1 comes from the explicit factor $\alpha_A$ and the $-2s_A$ from the frequency. For atoms of similar frequency, the polarizabilities therefore matter little. For the slower atom the weight is negative: a larger polarizability with the same $C_6$ implies a lower frequency, and the second effect outweighs the first.

Real atoms have many excitations, and for them the effective frequency is an average. Let $\alpha_m=2z_m^2/\omega_m$ be the part of the static polarizability due to excitation $m$. Replacing $z_m^2$ by $\alpha_m\omega_m/2$ in the double sum for a like pair gives

$$C_6^A=\frac32\sum_{m,m'}\alpha_m\alpha_{m'}\,\frac{\omega_m\omega_{m'}}{\omega_m+\omega_{m'}},\qquad \eta_A=\left\langle\frac{2\omega_m\omega_{m'}}{\omega_m+\omega_{m'}}\right\rangle.$$

The brackets denote an average in which $m$ and $m'$ are chosen independently, each with weight $\alpha_m/\alpha_A$. The averaged quantity is the harmonic mean of two excitation energies. It cannot be smaller than the lowest dipole excitation energy, so neither can $\eta_A$.

Two further bounds show how the rule errs. A harmonic mean does not exceed the arithmetic mean, so $\eta_A\le\langle\omega\rangle$. In addition, any positive quantity $X$ satisfies $\langle X\rangle\langle1/X\rangle\ge1$, because the product is an average of terms $\tfrac12(X_i/X_j+X_j/X_i)$, none of which is below one. With $X$ equal to the harmonic mean, $1/X=\tfrac12(1/\omega_m+1/\omega_{m'})$ has the average $\langle1/\omega\rangle$. Together,

$$\frac1{\langle1/\omega\rangle}\le\eta_A\le\langle\omega\rangle.$$

Now let this atom meet a one-pole partner of frequency $w$. The full coefficient is $\tfrac32\alpha_A\alpha_B\langle\omega w/(\omega+w)\rangle$, while the rule puts $\eta_A$ in place of $\omega$. For a very fast partner the fraction tends to $\omega$. The full coefficient then contains $\langle\omega\rangle$ and the rule the smaller $\eta_A$, so the rule gives too little. For a very slow partner the fraction is approximately $w-w^2/\omega$. The leading term is the same in both. The correction contains $\langle1/\omega\rangle$ in the full coefficient and the smaller $1/\eta_A$ in the rule, so the rule subtracts less and gives too much. The error of the rule therefore has no fixed sign.

A model atom shows the size of the effect. Let its polarizability of $10\,a_0^3$ be shared equally between excitations at 0.3 and $1.5\,E_\mathrm{h}$. The harmonic means of the four possible pairs are 0.3, 1.5 and twice 0.5, so $\eta=(0.3+1.5+0.5+0.5)/4=0.7\,E_\mathrm{h}$. With a one-pole partner at $0.2\,E_\mathrm{h}$, the average of $\omega w/(\omega+w)$ is $\tfrac12(0.1200+0.1765)=0.1482$, whereas the rule uses $0.7\times0.2/0.9=0.1556$. The rule is 4.9 % above the full coefficient. With a partner at $5\,E_\mathrm{h}$, the same two expressions give 0.7184 and 0.6140, and the rule is 14.5 % below. These are large separations of frequency, chosen to make the failure visible.

Hydrogen and beryllium form a real pair with clearly different frequencies. For hydrogen, the nonrelativistic Hamiltonian with a fixed nucleus was diagonalized in eight p-type functions, whose radial parts, multiplied by $r$, are $r^ke^{-r}$ with $k=2,\dots,9$. The resulting energies and matrix elements replace the bound and continuum states in the sums. For beryllium, the response was computed by time-dependent Hartree–Fock theory, in which the orbitals respond to the field and to the change they cause in their own mean field. The basis consisted of 15 s-type and 10 p-type sets of single Gaussians. Since the occupied orbitals are of s type, a dipole field mixes in p functions alone. This level keeps the electrons of beryllium in a single determinant and leaves out relativity, so its values are a reference for the rule and not a substitute for experiment. The difference is large: correlating the two valence electrons by full configuration interaction lowers $\alpha_{\mathrm{Be}}$ to about $37.7\,a_0^3$, $C_6^{\mathrm{Be}}$ to about $214\,E_\mathrm{h}a_0^6$ and $C_6^{\mathrm{HBe}}$ to about $34.8\,E_\mathrm{h}a_0^6$. The values below are thus too high by roughly 21 %, 32 % and 13 %. At that level the rule is about 0.1 % below the direct value. A different p set, with 13 members, changes $C_6^{\mathrm{Be}}$ by less than 0.01 %. A larger s set, with 22 members, lowers it by 0.03 %, from 282.6 to $282.5\,E_\mathrm{h}a_0^6$, so the last digit of this value is not converged.

The calculations give $\alpha_{\mathrm H}=4.500\,a_0^3$ and $C_6^{\mathrm H}=6.499\,E_\mathrm{h}a_0^6$ for hydrogen, and $\alpha_{\mathrm{Be}}=45.62\,a_0^3$ and $C_6^{\mathrm{Be}}=282.6\,E_\mathrm{h}a_0^6$ for beryllium. The effective frequencies are

$$\eta_{\mathrm H}=\frac{4\times6.499}{3\times4.500^2}=0.428\,E_\mathrm{h},\qquad \eta_{\mathrm{Be}}=\frac{4\times282.6}{3\times45.62^2}=0.181\,E_\mathrm{h}.$$

The lowest dipole excitation energies in the same calculations are 0.375 and $0.176\,E_\mathrm{h}$. Both effective frequencies lie above them, as they must. The margin is 14 % for hydrogen and 3 % for beryllium, relative to the excitation energy.

The two terms in the denominator of the rule are

$$P_{\mathrm H}=\frac{45.62}{4.500}\times6.499=65.9\,E_\mathrm{h}a_0^6,\qquad P_{\mathrm{Be}}=\frac{4.500}{45.62}\times282.6=27.9\,E_\mathrm{h}a_0^6,$$

and their harmonic mean is

$$C_6^{\mathrm{HBe}}=\frac{2\times6.499\times282.6}{65.9+27.9}=39.2\,E_\mathrm{h}a_0^6.$$

With one more digit the rule gives 39.17. The direct coefficient, from the double sum over the excitations of both atoms, is $39.27\,E_\mathrm{h}a_0^6$. Converted to SI-based units, the two values are 2.258 and $2.264\ \mathrm{J\,nm^6\,mol^{-1}}$. The rule is 0.3 % below the direct value. The geometric mean is $42.85\,E_\mathrm{h}a_0^6$, which is 9.1 % above it. The factor $2\sqrt{\eta_{\mathrm H}\eta_{\mathrm{Be}}}/(\eta_{\mathrm H}+\eta_{\mathrm{Be}})=0.914$ accounts for the difference between the geometric mean and the rule.

The error of 0.3 % is much smaller than those of the two-pole model. Part of this is a cancellation. Replacing hydrogen alone by one pole raises the coefficient by about 0.3 %, as expected with a slower partner, and replacing beryllium alone lowers it by about 0.6 %, as expected with a faster one. One pair does not establish an accuracy for others.

The input weights for this pair are $s_{\mathrm H}=0.181/0.609=0.30$ and $s_{\mathrm{Be}}=0.70$. An error of 1 % in $C_6^{\mathrm{Be}}$ thus changes the result by 0.7 %, more than the rule's own error here. For this pair, errors of that size in the input data therefore matter more than the one-pole approximation.

The rule inherits the conditions of its derivation. At distances where light needs a time comparable with $1/\eta$ to cross from one atom to the other, the instantaneous coupling fails, and with it the $R^{-6}$ law used here. The departure sets in gradually: for hydrogen and beryllium retardation weakens the attraction by about 0.35 % at $50\,a_0$, by 7 % at $c/\eta_{\mathrm H}\approx320\,a_0$ and by 22 % at $c/\eta_{\mathrm{Be}}\approx760\,a_0$. Where the electron clouds overlap, the multipole expansion fails. An ion adds terms that depend on its charge. An atom whose ground state is not spherical has a coefficient that depends on orientation. For an atom in an excited state that the dipole operator connects to a lower state, some $\omega_m$ are negative, and the positivity behind the bounds is lost. Within these conditions, the one approximation in the rule is the replacement of each atom's spectrum by a single effective frequency.
